\section*{Contribution of a Narrow Vector Resonance to Photon Vacuum Polarization}

\section*{Problem}

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$ and $e^2=4\pi\alpha$. The sum of one-photon-irreducible (1PI) insertions in the photon line is $i(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2)$, renormalized so that $\Pi(0)=0$. The ratio $R(s)=\sigma(s)/\sigma_{\rm pt}(s)$ compares an $e^+e^-$ annihilation cross section with that for a massless muon pair at lowest order. A neutral vector state $V$ ($J^{PC}=1^{--}$) has mass $M$, electronic width $\Gamma_{ee}$ and total width $\Gamma\ll M$.

\begin{enumerate}
\item[(a)] Relate $\mathrm{Im}\,\Pi$ to $R$ and write the dispersion relation for $\Pi$.
\item[(b)] Find $R(s)$ near the resonance and its limit $\Gamma\to0$ at fixed $\Gamma_{ee}$.
\item[(c)] Find the contribution $\Pi_V(q^2)$ of the narrow resonance, with its sign, and confirm it from the Lagrangian term $-\tfrac g2F_{\mu\nu}V^{\mu\nu}$.
\item[(d)] Find the error of the narrow-width result when the Breit--Wigner shape is kept above a threshold $s_0$, and the size of $\Pi_V$ at the peak.
\item[(e)] Decide which mass and which electronic width belong in the 1PI function when other polarization $\Pi_r$ is present.
\item[(f)] Evaluate everything for the $J/\psi$, with the rough measured sizes $M\approx3.1$ GeV, $\Gamma_{ee}\approx5.5$ keV, $\Gamma\approx93$ keV. For $\Pi_r$ take the one-loop $e$, $\mu$, $\tau$ terms and a model continuum $R_c=2$ above $s_0=1$ GeV$^2$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Optical theorem and dispersion relation}

Between conserved currents the $q^\mu q^\nu$ terms drop out. Each insertion then multiplies the propagator $-ig_{\mu\nu}/q^2$ by $(iq^2\Pi)(-i/q^2)=\Pi$, and the geometric series gives $-ig_{\mu\nu}D$ with $D=1/[q^2(1-\Pi)]$.

Take the forward amplitude $e^+e^-\to\gamma^*\to e^+e^-$ with one insertion and massless beams, $s=q^2=2p_1\cdot p_2$. The annihilation vertex is $ieJ^\mu$ with $J^\mu=\bar v(p_2)\gamma^\mu u(p_1)$, and the creation vertex is $ieJ^{\mu*}$ because the interaction is Hermitian; the sign of the charge enters squared. Then $i\mathcal M=(ie)^2(-i\Pi/s)J^\mu J^*_\mu$, so $\mathcal M=e^2(\Pi/s)J^\mu J_\mu^*$. With $\gamma^\mu\gamma^\rho\gamma_\mu=-2\gamma^\rho$ the spin average is
\begin{equation}
\tfrac14\sum J^\mu J^*_\mu=\tfrac14\,(-2)(4\,p_1\cdot p_2)=-s ,
\label{avg}
\end{equation}
hence $\mathcal M=-e^2\Pi$. Unitarity gives $2\,\mathrm{Im}\,\mathcal M=\sum_f\int d\Phi_f|\mathcal M_f|^2=2s\,\sigma$, the flux factor for massless beams being $2s$. With $\sigma_{\rm pt}=4\pi\alpha^2/(3s)$, derived in (b),
\begin{equation}
\mathrm{Im}\,\Pi(s+i0)=-\frac{s\,\sigma}{4\pi\alpha}=-\frac{\alpha}{3}R(s).
\label{im}
\end{equation}
The cut runs through a 1PI insertion, so $\sigma$ here is computed with the free propagator $1/s$ and with final states that the current makes without a second intermediate photon. Part (e) depends on this restriction.

Inserting a complete set of states between the two currents makes $\Pi(z)$ a superposition of terms $1/(s-z)$. States of photons alone, such as three photons made through a charged loop, are of higher order in $\alpha$ and are left out, so the lowest threshold $s_{\rm th}$ is positive. Then $\Pi$ is analytic off the cut $s\ge s_{\rm th}$ and real below it, and $\Pi(s-i0)=\Pi(s+i0)^*$. If $R$ is bounded at large $s$, $\Pi$ grows at most like $\ln z$. Since $\Pi(0)=0$, the function $\Pi(z)/z$ is regular at the origin and vanishes on a large circle. Cauchy's theorem on a counterclockwise contour, outward above the cut and back below it, gives
\begin{equation}
\Pi(q^2)=\frac{q^2}{\pi}\int\!ds\,\frac{\mathrm{Im}\,\Pi(s+i0)}{s(s-q^2-i0)}
=-\frac{\alpha q^2}{3\pi}\int\!ds\,\frac{R(s)}{s(s-q^2-i0)} .
\label{disp}
\end{equation}
At spacelike $q^2=-Q^2$ the weight $Q^2/[s(s+Q^2)]$ is positive and increases with $Q^2$, so $\Pi$ is positive and $\alpha/(1-\Pi)$ grows with momentum transfer as long as $\Pi<1$.

\subsection*{(b) The resonance in $R$}

At lowest order in $\alpha$, $V$ reaches a lepton pair through one photon, so the vertex is $ge\,\bar u(k_1)\gamma^\mu v(k_2)\,\varepsilon_\mu$ with a dimensionless $g$. The polarization sum is $-g_{\mu\nu}+q_\mu q_\nu/M^2$, and its second term vanishes on the conserved current. The trace is $4[k_1^\mu k_2^\nu+k_1^\nu k_2^\mu-g^{\mu\nu}(k_1\cdot k_2+m^2)]$. Contracting with $-g_{\mu\nu}$ and using $k_1\cdot k_2=M^2/2-m^2$ gives $8k_1\cdot k_2+16m^2=4(M^2+2m^2)$. Two-body phase space is $|\mathbf k|/(4\pi M)$ with $|\mathbf k|=M\beta/2$, $\beta=\sqrt{1-4m^2/M^2}$. Averaging over three polarizations,
\begin{equation}
\Gamma_{ll}=\frac1{2M}\,\frac{4(ge)^2(M^2+2m^2)}{3}\,\frac{\beta}{8\pi}
=\frac{g^2\alpha M}{3}\Big(1+\frac{2m^2}{M^2}\Big)\beta .
\label{width}
\end{equation}
For electrons the mass factor differs from 1 by $4\times10^{-15}$ at $M=3.1$ GeV, so
\begin{equation}
g^2=\frac{3\Gamma_{ee}}{\alpha M},\qquad (ge)^2M=12\pi\Gamma_{ee}.
\label{g2}
\end{equation}

Let $\varepsilon_\mu A_f^\mu$ be the amplitude for $V\to f$. After the sum over spins and phase space the tensor $A_f^\mu A_f^{\nu*}$ depends on $q$ alone. Its transverse part is $(-g^{\mu\nu}+q^\mu q^\nu/s)\,2M\Gamma_f$, since contraction with $\varepsilon_\mu\varepsilon^*_\nu$ must return $2M\Gamma_f$. The argument of (a) applied to the self-energy of $V$ turns its denominator into $s-M^2+iM\Gamma$, with $\Gamma$ taken constant near the peak. With \eqref{avg} and \eqref{g2},
\begin{equation}
\sigma_f=\frac1{2s}\,\frac{(ge)^2\,s\,\,2M\Gamma_f}{(s-M^2)^2+M^2\Gamma^2}
=\frac{12\pi\Gamma_{ee}\Gamma_f}{(s-M^2)^2+M^2\Gamma^2}.
\end{equation}
The same formula covers photon exchange into a lepton pair. The couplings become $e$, the denominator becomes $s^2$, and \eqref{width} with $M^2\to s$ gives $2M\Gamma_f\to(e^2s/6\pi)(1+2m^2/s)\beta$, now with $\beta=\sqrt{1-4m^2/s}$. Then $\sigma=[e^4/(12\pi s)](1+2m^2/s)\beta$, which establishes $\sigma_{\rm pt}=4\pi\alpha^2/(3s)$ and $R_l=(1+2m^2/s)\beta$.

Summing over $f$ replaces $\Gamma_f$ by $\Gamma$. With $\gamma=M\Gamma$ and the Lorentzian of unit area $L(s)=(\gamma/\pi)/[(s-M^2)^2+\gamma^2]$,
\begin{equation}
\sigma=\frac{12\pi^2\Gamma_{ee}}{M}L(s),\qquad
R=\frac{3s\,\sigma}{4\pi\alpha^2}=\frac{9\pi\Gamma_{ee}}{\alpha^2M}\,s\,L(s).
\label{RBW}
\end{equation}
At the peak $L=1/(\pi M\Gamma)$, so $R=9\Gamma_{ee}/(\alpha^2\Gamma)$. As $\gamma\to0$, $L\to\delta(s-M^2)$ and
\begin{equation}
R(s)\to\frac{9\pi M\Gamma_{ee}}{\alpha^2}\,\delta(s-M^2),\qquad
\int\!\sigma\,d\sqrt s=\frac{1}{2M}\frac{12\pi^2\Gamma_{ee}}{M}=\frac{6\pi^2\Gamma_{ee}}{M^2},
\label{narrow}
\end{equation}
where $d\sqrt s=ds/(2\sqrt s)$. The total width has dropped out. Photon radiation from the beams and their energy spread are not included. When the spread exceeds $\Gamma$, as it does for the $J/\psi$, the observed peak is far lower than the value above, and the area is the quantity that is measured.

\subsection*{(c) The pole term}

Inserting \eqref{narrow} into \eqref{disp},
\begin{equation}
\Pi_V(q^2)=-\frac{\alpha q^2}{3\pi}\,\frac{9\pi M\Gamma_{ee}}{\alpha^2}\,\frac{1}{M^2(M^2-q^2)}
=-\frac{3\Gamma_{ee}\,q^2}{\alpha M\,(M^2-q^2)}=-\frac{g^2q^2}{M^2-q^2}.
\label{main}
\end{equation}
It is positive for $q^2<0$, negative for $0<q^2<M^2$ and positive above $M^2$. At small $q^2$ it is $-g^2q^2/M^2$, so a heavy state decouples. At large $|q^2|$ it saturates at $+g^2$: one state produces a finite step in the running charge and no logarithm. The identity $q^2/(M^2-q^2)=M^2/(M^2-q^2)-1$ shows that the factor $q^2$ is a bare pole minus its value at $q^2=0$, the constant having gone into the renormalized charge.

For the second derivation take $\mathcal L=-\tfrac14F^2-\tfrac14V_{\mu\nu}V^{\mu\nu}+\tfrac12M^2V^2-\tfrac g2F_{\mu\nu}V^{\mu\nu}$. Integration by parts gives $-\tfrac14F^2=\tfrac12A_\mu(\partial^2g^{\mu\nu}-\partial^\mu\partial^\nu)A_\nu$ and $-\tfrac g2FV=gA_\mu(\partial^2g^{\mu\nu}-\partial^\mu\partial^\nu)V_\nu$. With $\partial^2\to-q^2$ the kernel on transverse components is $-g^{\mu\nu}K$, and $D$ is the photon element of $K^{-1}$:
\begin{equation}
K=\begin{pmatrix}q^2&gq^2\\ gq^2&q^2-M^2\end{pmatrix},\qquad
D=\frac{q^2-M^2}{q^2(q^2-M^2)-g^2q^4}=\frac{1}{q^2\big[1-\frac{g^2q^2}{q^2-M^2}\big]} .
\end{equation}
Thus $\Pi=g^2q^2/(q^2-M^2)$, which is \eqref{main} if this $g$ is the one in \eqref{width}. To leading order in $g^2$ it is: the mixing vertex $-igq^2$ times the photon propagator factor $-i/q^2$ equals $-g$, which multiplies the lepton vertex $ie\gamma^\mu$.

\subsection*{(d) Finite width}

With \eqref{RBW} in \eqref{disp} the factor $s$ cancels, and the prefactor is $(\alpha/3\pi)\,9\pi\Gamma_{ee}/(\alpha^2M)=g^2$:
\begin{equation}
\Pi_V=-g^2q^2\int_{s_0}^\infty\!ds\,\frac{L(s)}{s-q^2-i0}.
\end{equation}
Let $\Delta=M^2-q^2$ and first extend the range to the whole line. The pole at $q^2+i0$ lies above the axis, so the contour is closed below, clockwise, around $s=M^2-i\gamma$, where $L$ has residue $(\gamma/\pi)/(-2i\gamma)$. The factor $-2\pi i$ times this residue is 1, so
\begin{equation}
\Pi_V\simeq-\frac{g^2q^2}{\Delta-i\gamma}=-g^2q^2\,\frac{\Delta+i\gamma}{\Delta^2+\gamma^2}.
\label{cplx}
\end{equation}
The real part is \eqref{main} times $\Delta^2/(\Delta^2+\gamma^2)$, and the imaginary part is $\gamma/\Delta$ times the real part. The pole form therefore needs $|\Delta|\gg M\Gamma$. At $\Delta=\pm\gamma$, which is $\sqrt{q^2}\simeq M\mp\Gamma/2$, the real part is half the pole formula and equal in size to the imaginary part.

The piece below $s_0$ must be removed; otherwise $\Pi_V$ would be complex at spacelike $q^2$. There $L\simeq(\gamma/\pi)/(s-M^2)^2$ up to a relative correction $\gamma^2/(M^2-s_0)^2$ at most. Partial fractions give
\begin{equation}
\frac{1}{(s-M^2)^2(s-q^2)}=\frac1{\Delta^2}\Big[\frac1{s-q^2}-\frac1{s-M^2}\Big]+\frac{1}{\Delta(s-M^2)^2},
\end{equation}
whose principal-value integral from $-\infty$ to $s_0$ is $\Delta^{-2}\ln|(s_0-q^2)/(M^2-s_0)|+1/[\Delta(M^2-s_0)]$. Subtracting $\gamma/\pi$ times this from $\Delta/(\Delta^2+\gamma^2)$ and dividing by $1/\Delta$ gives the error of the pole formula, defined by $\mathrm{Re}\,\Pi_V=(1+\delta)\times$\eqref{main}:
\begin{equation}
\delta=-\frac\gamma\pi\Big[\frac1{M^2-s_0}+\frac1\Delta\ln\Big|\frac{s_0-q^2}{M^2-s_0}\Big|\Big]-\frac{\gamma^2}{\Delta^2+\gamma^2}.
\label{delta}
\end{equation}
The first term in the bracket, multiplied by $\gamma/\pi$, is the area of $L$ lost below $s_0$; it is all that survives at large $|q^2|$. The bracket depends on the assumed tail, and its logarithmic divergence at $q^2=s_0$ comes from the sharp step. Its value therefore belongs to this model only; for $s_0$ not close to $M^2$ and $q^2$ away from $s_0$ the resulting term in $\delta$ is of order $\gamma/M^2=\Gamma/M$.

At $\Delta=0$, \eqref{cplx} gives $|\Pi_V|=g^2M/\Gamma=3\Gamma_{ee}/(\alpha\Gamma)$. Outside the width, $|\Delta|\simeq2M|\sqrt{q^2}-M|$ shows that $|\Pi_V|=1$ at $|\sqrt{q^2}-M|\simeq g^2M/2$, provided $g^2M\gg\Gamma$ so that this distance lies well outside the width. If the electronic branching fraction exceeds $\alpha/3$, the series in $\Pi$ cannot be truncated near the peak.

\subsection*{(e) Dressed and undressed parameters}

By the remark after \eqref{im}, the 1PI function contains a state that has not been allowed to annihilate into one photon. Call its parameters $M_0$, $\Gamma_0$, $g_0$, with $P=M_0^2-iM_0\Gamma_0$ and $\Gamma^0_{ee}=g_0^2\alpha M/3$; using $M$ or $M_0$ in the last definition changes it only at the relative order $g^2$ neglected below. The model takes $g_0$ real, which neglects interference between direct and photon-mediated decays into the same hadrons. Since amplitudes add rather than widths, this interference could change the total width found below by up to $2\sqrt{\Gamma_0\Gamma_{ee}R_h}$, where $R_h$ is the hadronic part of the nonresonant $R$; the relation between $\Gamma$ and $\Gamma_0$ holds only without it. The interference appears as an imaginary part of $g_0$, limited by positivity of the absorptive parts to $(\mathrm{Im}\,g_0)^2\le\alpha R_h\Gamma_0/(3M)$. It also changes the phase of the residue found below, by up to $2|\mathrm{Im}\,g_0|/g_0$. With $c=1-\Pi_r$,
\begin{equation}
D(s)=\frac{1}{s\big[c+\frac{g_0^2s}{P-s}\big]}=\frac{P-s}{s\,N(s)},\qquad N=c\,(P-s)+g_0^2s .
\end{equation}
Treat $c$ as the constant $c(M^2)$. Its variation adds $c'(P-s)$ to $dN/ds$, and since $P-s\simeq-g_0^2s/c$ at the pole while $sc'$ is of order $\alpha$, this is of relative order $\alpha g^2$. Then $N=-(c-g_0^2)(s-s_p)$ with
\begin{equation}
s_p=\frac{P}{1-x},\quad x=\frac{g_0^2}{c},\qquad
\mathrm{Res}\,D=\frac{P-s_p}{-s_p(c-g_0^2)}=\frac{g_0^2}{c^2(1-x)},
\label{pole}
\end{equation}
where $N(s_p)=0$ supplied $P-s_p=-xs_p$. The amplitude for $e^+e^-\to l^+l^-$ is proportional to $e^2D$, and in the language of (b) to $(ge)^2/(s-M^2+iM\Gamma)$ with physical parameters. Hence $s_p=M^2-iM\Gamma$ and $|\mathrm{Res}\,D|=g^2$, so that to leading order in $g^2$
\begin{equation}
\Gamma_{ee}=\frac{\Gamma^0_{ee}}{|1-\Pi_r(M^2)|^2},
\label{dress}
\end{equation}
and the residue carries the phase $-2\arg c$.

Write $x=\xi+i\eta$. By \eqref{im}, $\mathrm{Im}\,c=\alpha R_r/3$, where $R_r$ is the ratio belonging to $\Pi_r$. Then $\eta=-g_0^2\alpha R_r/(3|c|^2)=-g^2\alpha R_r/3=-\Gamma_{ee}R_r/M$ and $\xi=g_0^2\,\mathrm{Re}\,c^{-1}$. To first order $s_p\simeq M_0^2(1+\xi)-i(M_0\Gamma_0-M_0^2\eta)$, which gives
\begin{equation}
M_0^2=M^2(1-\xi),\qquad M-M_0\simeq\frac{\xi M}{2},\qquad \Gamma=\Gamma_0+\Gamma_{ee}R_r .
\label{shift}
\end{equation}
The last relation checks \eqref{dress}: the electron channel has $R=1$ and must add the physical $\Gamma_{ee}$ to the width, which it does at leading order in $g^2$. Mixing with the massless photon pushes the mass upward.

Formula \eqref{main} therefore has two correct readings. With $\Gamma^0_{ee}$ and $M_0$ it is the term in the 1PI function. With the physical $\Gamma_{ee}$ and $M$ it is, near the resonance and up to the phase above, the pole term of $sD(s)$, since $s\,g^2/(s-M^2)$ is \eqref{main}. Far from the resonance, expansion in $\Pi_V$ gives $q^2D\simeq c^{-1}+\Pi_V/c^2$ with $c$ at the local $q^2$ and $\Pi_V$ undressed.

The pieces of $\Pi_r$ follow from \eqref{disp}. For a lepton put $s'=4m^2/(1-v^2)$ for the integration variable. Then $ds'/s'=2v\,dv/(1-v^2)$, $R_l=v(3-v^2)/2$ and $s/(s'-s)=(1-v^2)/(v^2-\beta^2)$, so
\begin{equation}
\Pi_l(s)=-\frac{\alpha}{3\pi}\int_0^1\!dv\,\frac{v^2(3-v^2)}{v^2-\beta^2-i0}.
\end{equation}
Division gives $v^2(3-v^2)=(v^2-\beta^2)(3-\beta^2-v^2)+\beta^2(3-\beta^2)$. The first part integrates to $8/3-\beta^2$. For $0<\beta<1$, $\int_0^1dv/(v^2-\beta^2-i0)=-\frac1{2\beta}\big[\ln\frac{1+\beta}{1-\beta}-i\pi\big]$, so
\begin{equation}
\Pi_l=\frac{\alpha}{3\pi}\Big\{-\frac83+\beta^2+\frac{\beta(3-\beta^2)}{2}\Big[\ln\frac{1+\beta}{1-\beta}-i\pi\Big]\Big\},
\end{equation}
which tends to $(\alpha/3\pi)[\ln(s/m^2)-5/3-i\pi]$ for $s\gg m^2$. Between $s=0$ and threshold $\beta^2=-b^2$, the integral is $b^{-1}\arctan(1/b)$, and $\Pi_l=-(\alpha/3\pi)[8/3+b^2-b(3+b^2)\arctan(1/b)]$. For the step continuum $s/[s'(s'-s)]=1/(s'-s)-1/s'$ integrates to $\Pi_c=(\alpha R_c/3\pi)[\ln((s-s_0)/s_0)-i\pi]$ for $s>s_0$.

\subsection*{(f) The $J/\psi$}

The inputs have two figures, so physical statements hold to a few percent at best. More digits are kept only so that intermediate numbers can be carried into later steps and computations with identical inputs can be compared.

From \eqref{g2}, $g^2=3(5.5\times10^{-6})(137.036)/3.1=7.294\times10^{-4}$, $g=0.027$. The weight of the $\delta$ function is $9\pi(3.1)(5.5\times10^{-6})(137.036)^2=9.05$ GeV$^2$. With $\Gamma_{ee}/\Gamma=0.05914$ the peak ratio is $9(0.05914)(137.036)^2=1.0\times10^4$, and with $\sigma_{\rm pt}(M^2)=9.04$ nb the peak cross section is $9.0\times10^4$ nb. The area is $6\pi^2(5.5\times10^{-6})/9.61=3.39\times10^{-5}$ GeV$^{-1}$, or $1.32\times10^4$ nb\,MeV. The slope of $\Pi_V$ at the origin is $-g^2/M^2=-7.6\times10^{-5}$ GeV$^{-2}$.

At $q^2=-100$ GeV$^2$, \eqref{main} gives $7.2939\times10^{-4}\times100/109.61=6.654\times10^{-4}$. With $\gamma=2.883\times10^{-4}$ GeV$^2$, \eqref{delta} gives
\begin{equation}
\delta=-\frac{2.883\times10^{-4}}{\pi}\Big[\frac{1}{8.61}+\frac{\ln(101/8.61)}{109.61}\Big]=-1.27\times10^{-5}.
\end{equation}
The table lists the pole formula with the quoted inputs and $\delta$ from numerical quadrature of the dispersion integral; \eqref{delta} reproduces each entry to the digits shown.
\begin{center}
\begin{tabular}{rrr}
$q^2$ (GeV$^2$) & $\Pi_V$, Eq.~\eqref{main} & $\delta$\\
$-1.00$ & $+6.87\times10^{-5}$ & $+1.97\times10^{-6}$\\
$-9.61$ & $+3.65\times10^{-4}$ & $-1.17\times10^{-5}$\\
$-100$ & $+6.65\times10^{-4}$ & $-1.27\times10^{-5}$\\
$-10^4$ & $+7.29\times10^{-4}$ & $-1.07\times10^{-5}$\\
$4.00$ & $-5.20\times10^{-4}$ & $+6.59\times10^{-6}$\\
$9.00$ & $-1.076\times10^{-2}$ & $+1.73\times10^{-7}$\\
$10.24$ & $+1.186\times10^{-2}$ & $-5.81\times10^{-7}$\\
$16.00$ & $+1.83\times10^{-3}$ & $-2.69\times10^{-6}$
\end{tabular}
\end{center}
At these points $|\delta|$ stays below $\Gamma/M=3\times10^{-5}$, far under the uncertainty of $\Gamma_{ee}$. The rows at $9.00$ and $10.24$ GeV$^2$ are also sensitive to the mass: a shift of $M$ by $0.05$ GeV toward $\sqrt{q^2}$ roughly halves $|M^2-q^2|$ and doubles $\Pi_V$. Their digits illustrate the formula for the quoted inputs and are not predictions for the real $J/\psi$.

Close to the peak the pole form fails as \eqref{cplx} predicts. At $\sqrt{q^2}=M+\Gamma/2$ one finds $\Pi_V=12.16-12.16\,i$ against $24.31$ from \eqref{main}; at $M+2\Gamma$, $5.72-1.43\,i$ against $6.08$; at $M+10\Gamma$, $1.213-0.061\,i$ against $1.216$. The peak magnitude is $3(0.05914)(137.036)=24.3$, and $|\Pi_V|=1$ at $g^2M/2=1.13$ MeV from the mass, about 12 widths. Since physical parameters were used, these near-peak values describe the pole term of $sD$ up to the overall phase $-2\arg c$ of part (e). With the undressed values found next, the 1PI term instead peaks at $M_0$ with magnitude $g_0^2M_0/\Gamma_0=30.7$. At the physical mass it is about $0.98$, close to $c$, as the pole condition $N=0$ requires.

The real parts of $\Pi_r(M^2)$ are $0.012198$ ($e$), $0.003937$ ($\mu$), $-0.000784$ ($\tau$, below its threshold) and $0.003334$ (model continuum, whose $R_c=3(\tfrac49+\tfrac19+\tfrac19)$ counts three light quarks). The sum is $\Pi_r=0.018685-0.009730\,i$, with $R_r=4.000$. Then $|c|^2=0.981315^2+0.009730^2=0.96307$ and $\Gamma^0_{ee}=5.5\times0.96307=5.30$ keV. Leptons alone give $5.33$ keV, so this model continuum moves $\Gamma_{ee}^0$ by $0.7\%$, while the whole dressing is about four percent. The hadronic part is specific to the model. It ranges from $0.4\%$ to $1.1\%$ for $s_0$ between $2$ and $0.3$ GeV$^2$. The step also omits the $\rho$, $\omega$, $\phi$, $\psi(2S)$ and open charm; by \eqref{main} the $\rho$ alone (roughly $0.775$ GeV, $\Gamma_{ee}\approx7$ keV) gives about $+0.004$. For the real state the hadronic shift is of order one percent. Further, $g_0^2=7.0245\times10^{-4}$, $\xi=7.0245\times10^{-4}\times1.01894=7.158\times10^{-4}$, $M-M_0=\xi M/2=1.11$ MeV and $\Gamma_0=93-5.5\times4.000=71$ keV in this model. The interference bound of (e) is $2\sqrt{71\times5.5\times2}=56$ keV, so this $\Gamma_0$ is not a prediction for the real state. The same effect could move the residue phase by up to $0.025$ rad, while $|\mathrm{Res}\,D|$ and $M-M_0$ change by less than $10^{-3}$ of their values. The mass shift is about twelve times the width.

With these undressed values the pole of $D$ was located numerically with the full $c(s)$. The residue has modulus $1.00072\,g^2=1.03909\,g_0^2$ and phase $-0.0198$ rad. The small departures from the leading relations follow from \eqref{pole}. The factor $1/(1-x)$ gives $1+\xi=1.00072$. For the width, $-\mathrm{Im}\,s_p=M_0\Gamma_0(1+\xi)-M_0^2\eta(1+2\xi)$ at the next order; with $M_0=M(1-\xi/2)$ this is $M[\Gamma_0(1+\xi/2)+\Gamma_{ee}R_r(1+\xi)]$, an excess of $\xi(35.5+22.0)=0.041$ keV, and the computed width is $93.041$ keV. For the mass, $1-\xi$ cancels exactly against $1/(1-\xi)$, leaving $\mathrm{Re}\,s_p\simeq M^2(1-\eta^2)+M\Gamma_0\eta$. The residual shift is $-\Gamma_{ee}R_r\Gamma/(2M)=-0.0003$ keV, as computed.

For the running coupling at $q^2=-Q^2$, $Q=10$ GeV, the 1PI term with $M_0=3.09889$ GeV is $7.0245\times10^{-4}\times100/(100+M_0^2)=6.4\times10^{-4}$, compared with $6.65\times10^{-4}$ from physical parameters. It is $3.0\%$ of the three lepton loops, which sum to $0.0213$. Since $1/\alpha_{\rm eff}=(1-\Pi)/\alpha$, the $J/\psi$ lowers $1/\alpha_{\rm eff}$ by $0.088$ at this $Q$ and by $g_0^2/\alpha=0.096$ at large $Q$.

The numerical check tests the widths, the leptonic Breit--Wigner peak and \eqref{im} against explicit spinor sums, the lepton loops against the Feynman-parameter integral of the one-loop diagram, \eqref{main} against inversion of the full $8\times8$ mixing kernel, the real part of \eqref{cplx} and \eqref{delta} against principal-value quadrature (the latter at $\Gamma$ and $10\Gamma$), and \eqref{dress} and \eqref{shift} against the numerical pole and contour residue.

\section*{Numbers as computed}
\begin{verbatim}
alpha = 0.007297353, 1/alpha = 137.0360, 1 GeV^-2 = 3.89379e+05 nb
m_e, m_mu, m_tau = 5.109990e-04, 0.105658, 1.77686 GeV
rough inputs: M = 3.1 GeV, Gee = 5.5 keV, G = 93 keV
model continuum: R = 2.0 above s0 = 1.0 GeV^2
Gee/G = 0.05914, G/M = 3.000e-05, M^2 = 9.6100, M G = 2.8830e-04 GeV^2
electron-mass correction to Gee = 4.43e-15
g2 formula = 7.293852e-04, from spinor sum = 7.293852e-04, g = 0.02701
delta-function weight 9 pi M Gee/alpha^2 = 9.0529 GeV^2
sigma_pt(M^2) = 9.0379 nb, peak sigma = 9.0336e+04 nb
peak R = 9995.2
area: quadrature 13196.5, formula 13196.6 nb MeV
area formula = 3.38915e-05 GeV^-1
slope -g2/M^2 = -7.5899e-05 GeV^-2
q2[GeV^2], pole formula, dispersive Re Pi, delta, predicted delta
    -1.00 +6.874507e-05 +6.874520e-05 +1.967e-06 +1.967e-06
    -9.61 +3.646926e-04 +3.646883e-04 -1.166e-05 -1.166e-05
  -100.00 +6.654367e-04 +6.654282e-04 -1.272e-05 -1.272e-05
-10000.00 +7.286849e-04 +7.286771e-04 -1.072e-05 -1.072e-05
     4.00 -5.200607e-04 -5.200641e-04 +6.585e-06 +6.585e-06
     9.00 -1.076142e-02 -1.076142e-02 +1.730e-07 +1.730e-07
    10.24 +1.185540e-02 +1.185540e-02 -5.813e-07 -5.813e-07
    16.00 +1.826317e-03 +1.826312e-03 -2.688e-06 -2.688e-06
(q-M)/G, dispersive Re Pi, Im Pi, pole formula
 -10.0 -1.2121 -0.0606 -1.2151
  -0.5 -12.1561 -12.1561 -24.3123
   0.5 +12.1568 -12.1567 +24.3134
   2.0 +5.7212 -1.4303 +6.0788
  10.0 +1.2132 -0.0606 +1.2162
peak |Pi_V| = 3 Gee/(alpha G) = 24.313
|Pi_V| = 1 at |q-M| = g2 M/2 = 1.1305 MeV = 12.16 G
Pi_rest(M^2) e: Re +0.012198, Im -0.002432
Pi_rest(M^2) mu: Re +0.003937, Im -0.002432
Pi_rest(M^2) tau: Re -0.000784, Im +0.000000
Pi_rest(M^2) model continuum: Re +0.003334, Im -0.004865
Pi_rest(M^2) sum: Re +0.018685, Im -0.009730
|c|^2 = 0.96307, leptons only 0.96956, Re 1/c = 1.01894
Gee0 = 5.2969 keV, leptons only 5.3326 keV
g0^2 = 7.02451e-04, R_rest = 3.99999
M - M0 = 1.1096 MeV, M0 = 3.098890 GeV
Gee R_rest = 22.000 keV, G0 = 71.000 keV
numerical pole: Mp - M = -0.0003 keV, width = 93.041 keV
|residue| = 7.29909e-04, /g2 = 1.00072, /g0^2 = 1.03909
residue phase = -0.01984 rad, -2 arg c = -0.01983 rad
Q = 10 GeV: 1PI Pi_V = 6.4090e-04, lepton loops = 0.02128, ratio = 0.0301
Q = 10 GeV: shift of 1/alpha from V = -0.0878; Q large: -0.0963
\end{verbatim}
